# The modified Patankar-Euler method for a closed oxygen radical network

## Definitions and conventions

A gas contains species $i$ with number density $n_i$ and $a_i$ atoms per molecule. The quantity followed in time is the atom content of each species,

$$c_i=a_i n_i ,$$

in atoms per volume. Each species is a *pool* of atoms. Chemistry moves atoms from pool to pool, and in a closed gas the total $C=\sum_i c_i$ is constant.

Let $w_{ij}\ge 0$ be the frequency, in s$^{-1}$, at which an atom in pool $i$ passes to pool $j$. The first index is the donor, and $w_{ii}=0$. The frequencies may depend on all densities, but they must stay finite when the donor is empty. Then

$$\frac{dc_i}{dt}=\sum_j\left(w_{ji}c_j-w_{ij}c_i\right)=P_i-L_ic_i,\qquad L_i=\sum_j w_{ij}. \tag{1}$$

Here $P_i$ is the production and $L_i$ the loss frequency. Summed over $i$, each flow $w_{ij}c_i$ appears once with a plus and once with a minus, so $dC/dt=0$.

One time step of length $\Delta t$ leads from the old contents $c_i\ge0$ to the new contents $x_i$. The frequencies $w_{ij}$ are evaluated at the old state.

## Two pools by hand

Let atoms pass from pool 1 to pool 2 with frequency $a$ and back with frequency $b$, both constant. Write $\alpha=a\Delta t$ and $\beta=b\Delta t$.

**Explicit Euler** uses old contents in every flow:

$$x_1=c_1-\alpha c_1+\beta c_2,\qquad x_2=c_2+\alpha c_1-\beta c_2 .$$

The sum is $c_1+c_2$, so explicit Euler does conserve atoms. Its fault is the sign: $x_1<0$ as soon as $\alpha c_1-\beta c_2>c_1$. When loss exceeds production, this means

$$\Delta t>\frac{c_1}{a c_1-b c_2}. \tag{2}$$

The step then removes more atoms than the pool holds.

**Weighting the loss.** Suppose the loss is multiplied by the ratio of new to old content. It becomes $\alpha c_1(x_1/c_1)=\alpha x_1$, and a pool can no longer be overdrawn:

$$x_1=\frac{c_1+\beta c_2}{1+\alpha},\qquad x_2=\frac{c_2+\alpha c_1}{1+\beta}.$$

Both are non-negative. To find the total, write the same equations as $x_1=c_1+\beta c_2-\alpha x_1$ and $x_2=c_2+\alpha c_1-\beta x_2$, and add them:

$$x_1+x_2=c_1+c_2+\alpha(c_1-x_1)+\beta(c_2-x_2).$$

Pool 1 pays $\alpha x_1$ while pool 2 is credited with $\alpha c_1$. The difference is created or destroyed matter.

**Weighting both ends of the flow.** The cure is to credit the receiver with what the donor pays:

$$x_1=c_1-\alpha x_1+\beta x_2,\qquad x_2=c_2+\alpha x_1-\beta x_2. \tag{3}$$

This is the modified Patankar-Euler (MPE) step. Adding the equations gives $x_1+x_2=C$. Inserting $x_2=C-x_1$ into the first gives $(1+\alpha+\beta)x_1=c_1+\beta C$, hence

$$x_1=\frac{c_1+\beta(c_1+c_2)}{1+\alpha+\beta}\ge 0, \tag{4}$$

and $x_2$ follows by exchanging the labels and $\alpha,\beta$. Positivity and conservation now hold together for every $\Delta t>0$.

The accuracy can be read off as well. The equilibrium content is $c_1^*=\beta C/(\alpha+\beta)$. With $s=\alpha+\beta$, subtracting it from (4) gives

$$x_1-c_1^*=\frac{c_1 s+\beta Cs-\beta C(1+s)}{s(1+s)}=\frac{c_1-c_1^*}{1+s}.$$

The true factor is $e^{-s}$. For small $s$ the two agree to first order. For large $s$ both tend to zero, but $1/(1+s)$ does so much more slowly. The corresponding explicit Euler factor is $1-s$. Its magnitude exceeds one when $s>2$, and the deviation then grows from step to step. For constant frequencies, as here, MPE coincides with implicit Euler. The methods differ when $w$ depends on the densities, because MPE freezes $w$ and needs one linear solve, with no nonlinear iteration.

## The general step

For any number of pools the MPE step is

$$x_i=c_i+\Delta t\sum_j\left(w_{ji}x_j-w_{ij}x_i\right). \tag{5}$$

Collect the unknowns into $Ax=c$ with $A=D-G$, where $D$ is diagonal, $D_i=1+\Delta t\,L_i$, and $G_{ij}=\Delta t\,w_{ji}\ge0$.

*Conservation.* Column $j$ of $A$ sums to $1+\Delta tL_j-\Delta t\sum_i w_{ji}=1$. Summing all rows of $Ax=c$ therefore gives $\sum_jx_j=\sum_ic_i$.

*Positivity.* Factor $A=(I-GD^{-1})D$. The matrix $GD^{-1}$ is non-negative and its column sums are

$$\frac{\Delta t\,L_j}{1+\Delta t\,L_j}<1 .$$

Its column-sum norm is thus below one, and the geometric series converges:

$$A^{-1}=D^{-1}\sum_{m=0}^{\infty}(GD^{-1})^m .$$

So the solution exists and is unique. Every term is non-negative, and the term $m=0$ alone gives

$$x_i\ge\frac{c_i}{1+\Delta t\,L_i}. \tag{6}$$

A filled pool stays filled, and an empty one cannot become negative. Together with the fixed total this also gives $x_i\le C$.

*Consistency.* The new state stays in the bounded set $c_i\ge0$, $\sum c_i=C$. Mass-action frequencies are polynomials, so they are bounded there, and (5) gives $x-c=O(\Delta t)$. Replacing $x$ by $c$ on the right of (5) then costs $O(\Delta t^2)$: MPE differs from explicit Euler by that order in one step. The right-hand side of (1) is smooth on the same set, so over a fixed time the accumulated error is $O(\Delta t)$. The method is of first order.

*Steady states.* If the right-hand side of (1) vanishes at $c$, then $x=c$ solves (5), and by uniqueness it is the solution for every $\Delta t$. This does not show that a long step approaches the steady state from elsewhere.

## Solving without subtraction

The determinant of the two-pool system (3) is $(1+\alpha)(1+\beta)-\alpha\beta=1+\alpha+\beta$. At large $\Delta t$ a computer that forms the left side subtracts two huge, nearly equal products and loses digits. The right side has no subtraction. The same can be achieved for any size.

Let $g_{ij}=\Delta t\,w_{ij}$ be the flow coefficient from $i$ to $j$, $b_i$ the right-hand side, and $e_j$ the sum of column $j$. At the start $b_i=c_i$ and $e_j=1$. The diagonal element is $D_j=e_j+\sum_{i\ne j}g_{ji}$. To eliminate pool $k$, solve its row:

$$x_k=\frac{b_k+\sum_{j\ne k}g_{jk}x_j}{D_k}. \tag{7}$$

Row $i$ contains $-g_{ki}x_k$. Inserting (7) there changes the coefficients to

$$g_{ji}'=g_{ji}+\frac{g_{jk}g_{ki}}{D_k}\quad(j\ne i),\qquad b_i'=b_i+\frac{g_{ki}b_k}{D_k}. \tag{8}$$

The diagonal would become $D_j'=D_j-g_{jk}g_{kj}/D_k$, a subtraction. It is avoided by updating the column sum instead:

$$e_j'=D_j'-\sum_{i\ne j,k}g_{ji}'=D_j-\sum_{i\ne j,k}g_{ji}-\frac{g_{jk}}{D_k}\sum_{i\ne k}g_{ki}.$$

The first two terms equal $e_j+g_{jk}$, and the last sum equals $D_k-e_k$. Therefore

$$e_j'=e_j+g_{jk}-\frac{g_{jk}}{D_k}(D_k-e_k)=e_j+\frac{e_k\,g_{jk}}{D_k}. \tag{9}$$

The next pivot is rebuilt by adding the new $e$ and the remaining flows. Pools are eliminated one by one; the last one obeys $x=b/e$, and (7) returns the others in reverse order. For two pools, eliminating pool 2 gives $e_1'=1+\alpha/(1+\beta)$ and $b_1'=c_1+\beta c_2/(1+\beta)$, whose quotient is (4).

Since non-negative numbers are added, multiplied and divided, no cancellation can amplify rounding errors. The gain was measured on 100 random six-pool networks, with frequencies between $10^{-6}$ and 1 and contents between $10^{-12}$ and 1 in arbitrary units. For steps from $10^{-3}$ to $10^{12}$ the largest relative error of the total was $9\times10^{-16}$. A standard dense solver in the same double precision reached an error of $8\times10^{-5}$ at the longest step.

## From reactions to frequencies

In a mass-action reaction each reactant molecule is lost with a frequency equal to the rate coefficient times the densities of the other reactants. Its atoms are shared among the products in proportion to their atom content.

Number O, O$_2$, O$_3$ as 1, 2, 3, so that $c=(n_1,2n_2,3n_3)$. Let $N$ be the density of third bodies M. The reactions are

- dissociation of O$_2$ into 2 O, frequency $\nu_2$;
- dissociation of O$_3$ into O$_2$ + O, frequency $\nu_3$;
- O + O$_2$ + M → O$_3$ + M, coefficient $k_o$;
- O + O$_3$ → 2 O$_2$, coefficient $k_d$;
- O + O + M → O$_2$ + M, with $k_pNn_1^2$ events per volume and time.

The rule gives

$$\begin{aligned}
w_{12}&=k_dn_3+2k_pNn_1, & w_{13}&=k_oNn_2,\\
w_{21}&=\nu_2, & w_{23}&=k_oNn_1,\\
w_{31}&=\tfrac13\nu_3, & w_{32}&=\tfrac23\nu_3+k_dn_1 .
\end{aligned}$$

The 2 in $w_{12}$ counts the two O atoms lost per event. As a check of factors, the reaction O + O$_3$ feeds the O$_2$ pool with $k_dn_3n_1+k_dn_1\,3n_3=4k_dn_1n_3$ atoms, which is two molecules per event.

## A sealed oxygen gap

The example is oxygen at 760 Torr and 300 K, for which $N=2.446\times10^{19}$ cm$^{-3}$. A discharge pulse has left $n_1=5\times10^{16}$ cm$^{-3}$ of O atoms, $n_2=2.444\times10^{19}$ cm$^{-3}$ and no ozone. Rough coefficients are $k_o=6\times10^{-34}$ cm$^6$/s, $k_d=8\times10^{-15}$ cm$^3$/s and $k_p=1\times10^{-33}$ cm$^6$/s. A weak discharge, averaged over time, continues with $\nu_2=0.01$ s$^{-1}$ and $\nu_3=0.1$ s$^{-1}$. Temperature and $N$ are held fixed.

The initial loss frequency of O is

$$L_1=k_oNn_2+2k_pNn_1=3.61\times10^5\ \text{s}^{-1}.$$

Production of O is negligible beside this loss, so (2) puts the sign threshold of explicit Euler at $1/L_1=2.77$ µs. A step of 10 µs has $\Delta tL_1=3.61$, and explicit Euler gives

$$n_1=5\times10^{16}\,(1-3.61)=-1.31\times10^{17}\ \text{cm}^{-3}.$$

After three such steps the value is $-9.1\times10^{17}$ cm$^{-3}$. MPE gives $5\times10^{16}/4.61=1.08\times10^{16}$ cm$^{-3}$, practically the bound (6), because little flows back.

The densities after one 10 µs step, in cm$^{-3}$, are listed below. The reference is an implicit Runge-Kutta integration with relative tolerance $10^{-10}$.

| Method | O | O$_3$ |
|---|---|---|
| explicit Euler | $-1.31\times10^{17}$ | $1.79\times10^{17}$ |
| loss weighted alone | $1.08\times10^{16}$ | $1.79\times10^{17}$ |
| MPE | $1.08\times10^{16}$ | $1.31\times10^{17}$ |
| reference | $1.38\times10^{15}$ | $4.84\times10^{16}$ |

Explicit Euler and MPE keep the total to rounding, with relative errors below $10^{-15}$. Weighting the loss alone creates 0.29 % of the total, more atoms than the pulse supplied. MPE has repaired sign and total, yet its ozone is 2.7 times the reference value.

## What conservation does not protect

The ozone error has a definite cause. In O + O$_2$ + M the two reactants should be consumed one for one. MPE weights the O flow by $x_1/c_1$ and the O$_2$ flow by $x_2/c_2$. If O falls strongly during the step, too much O$_2$ is converted for the O that took part.

To find the size, keep this reaction alone and treat $n_2$ as constant, which is valid for trace O while little O$_2$ is converted. Let $\theta=\Delta t\,k_oNn_2$, and let $n_1$ and $n_1'$ be the old and new O densities. Then $n_1'=n_1/(1+\theta)$. Ozone receives $\theta n_1'$ atoms from O. From O$_2$ it receives $\Delta t\,k_oNn_1\cdot2n_2=2\theta n_1$ atoms. With three atoms per molecule and $n_1=(1+\theta)n_1'$,

$$\Delta n_3=\frac{\theta n_1'+2\theta n_1}{3}=\theta n_1'\left(1+\frac{2\theta}{3}\right)=(n_1-n_1')\left(1+\frac{2\theta}{3}\right),$$

because $n_1-n_1'=\theta n_1'$. At fixed $\Delta t$ the differences telescope, so after many steps

$$n_3=\left(1+\frac{2\theta}{3}\right)\left(n_{1,\text{start}}-n_{1,\text{end}}\right). \tag{10}$$

True kinetics has the factor 1. The excess does not fade when O is used up, since ozone decays slowly.

At 100 µs the reference has $4.98\times10^{16}$ cm$^{-3}$ of ozone. MPE with all reactions gives $5.10$, $6.17$ and $16.7\times10^{16}$ cm$^{-3}$ for steps of 0.1, 1 and 10 µs, where $\theta=0.036$, $0.36$ and $3.6$. Formula (10) gives $5.12$, $6.20$ and $17.0\times10^{16}$ cm$^{-3}$. A single 1 ms step produces $5.6\times10^{18}$ cm$^{-3}$, about 110 times the reference value. A third of all oxygen atoms then sits in ozone, although each density is positive and the total is right. Here O$_2$ is strongly depleted and (10) no longer applies.

With two elements the defect is plainer still. Take F + H$_2$ → HF + H with $n_\text{F}=0.1$, $n_{\text{H}_2}=1$ and $k\Delta t=10$ in matching units. Fluorine has $\Delta tL=10\cdot1=10$, so its new density is $0.1/11=0.0091$ and it releases 0.0909 atoms. Hydrogen has $\Delta tL=10\cdot0.1=1$, so its two atoms per volume fall to one and it releases 1 atom. HF receives two thirds of the released 1.0909 atoms, that is 0.727, which makes 0.364 molecules. Fluorine now amounts to $0.0091+0.364=0.373$, which is 3.73 times the initial 0.1. The sum over all atoms is conserved; the fluorine is not.

## Choosing the step

For a reaction with $r$ events per volume and time, the numbers of events implied by reactants 1 and 2 differ by

$$r\Delta t\left(\frac{x_1}{c_1}-\frac{x_2}{c_2}\right).$$

This is small compared with $r\Delta t$ when both contents change by a small fraction during the step. The fast stage must therefore be resolved, after which the step may grow. Small relative changes are not sufficient, however: the mismatch must also be small beside the net change, and in a fast cycle $r\Delta t$ can be much larger than that. The cycle O + O$_2$ → O$_3$ → O + O$_2$ should leave $n_1+n_3$ unchanged, but in MPE it changes this sum by $\tfrac23r\Delta t\,(x_2/c_2-x_1/c_1)$, with $r=k_oNn_1n_2$. When O is in balance and O$_2$ nearly constant, $r(x_1/c_1-1)\approx\nu_3\Delta n_3$, so ozone grows too slowly by the factor $1+\tfrac23\nu_3\Delta t$. In the example $\nu_3\Delta t\le0.002$, and $\Delta t\,L_1$ may be large once O is balanced. With $\nu_3=100$ s$^{-1}$ the 1000 steps described below leave ozone 14 % too low at 1 s, although no density changes by more than 1 % per step after 1 ms.

In the fast stage, 100, 200 and 400 equal steps over 10 µs give relative errors in O of 6.5, 3.2 and 1.6 %, and in O$_3$ of 2.2, 1.1 and 0.55 %. Halving the step halves the error, as first order requires. The O error follows from comparing $(1+\theta)^{-m}$ with $e^{-m\theta}$ after $m$ steps: the logarithm of their ratio is $m[\theta-\ln(1+\theta)]\approx m\theta^2/2$, which is 0.064 for $m=100$ and $\theta=0.0359$.

For the run to 1 s, the times were spaced geometrically from 1 ns to 1 s. With 1000 steps MPE gives $n_1=1.495\times10^{12}$ and $n_3=5.239\times10^{17}$ cm$^{-3}$; the reference gives $1.495\times10^{12}$ and $5.237\times10^{17}$ cm$^{-3}$. At 1 s the largest relative error of any species is $3.8\times10^{-4}$, and it falls to $1.9\times10^{-4}$ and $9\times10^{-5}$ with 2000 and 4000 steps. Earlier in the 1000-step run the errors are larger: O is off by up to 39 %, near 26 µs, and ozone by 1.4 % at 100 µs. A good final value therefore does not vouch for the fast stage. It also owes something to cancellation: the fast stage leaves an ozone excess of $6.9\times10^{14}$ cm$^{-3}$, while the later steps err the other way. Started from the reference state at 1 ms, they end $4.6\times10^{14}$ cm$^{-3}$ too low, a relative error of $8.7\times10^{-4}$. The last of the 1000 steps is 20.5 ms long, some 7400 times the initial Euler threshold.

Explicit Euler cannot take such steps even though O is then nearly balanced. With the other densities frozen, a small deviation $\delta$ of O from balance becomes $(1-\Delta t\,L_1)\delta$, which grows for $\Delta t>2/L_1=5.7$ µs. Started from the MPE state at 1 s with steps of 20 µs, explicit Euler produces a negative density after 6 steps.

## The model beside a real ozone generator

For a dielectric-barrier ozone generator with a gap of about 1 mm, the 2 % of ozone after 1 s is of a plausible size. The uniform starting pulse is not. At 10 eV per dissociated O$_2$ it takes 4 mJ per cm$^2$ of electrode, which at 4.5 kV across the gap means a charge of 0.9 µC/cm$^2$. Even if the barrier charge only swings from minus half to plus half of this value, a glass barrier of relative permittivity 5 must bear 1 MV/cm, more than millimetre-thick glass usually withstands. The starting density of O is therefore better read as a local value inside a discharge channel than as the gap average after one pulse. A real barrier discharge breaks the assumption of uniform gas when it burns in short, narrow filaments. With about 1.1 eV released per ozone molecule formed and a heat capacity of $\tfrac52k_B$ per molecule, ozone formation after the pulse heats uniform gas by 10 K. If the atoms of the uniform pulse were crowded into a fifth of the volume, their local density would be $2.5\times10^{17}$ cm$^{-3}$ and this part of the heating 52 K. Given the charge limit above, this is a high estimate. For $k_o\propto T^{-2.4}$ the heating lowers $k_o$ by 32 % once all the ozone has formed, and by less before. The discharge itself adds heat, because electrons spend more energy per dissociated O$_2$ than the bond energy of 5.1 eV. If they spend 10 eV and all the excess becomes heat at once, the two temperature rises become 34 K and 168 K, and in the crowded gas $k_o$ ends 66 % lower. These values hold at fixed volume. A channel of 0.1 mm radius can expand in about 0.3 µs, before most of the ozone forms. At fixed pressure the heat capacity is $\tfrac72k_B$ and the crowded gas warms by 120 K. Then $k_o$ ends 55 % lower, and the frequency $k_oNn_2$ 77 % lower because the gas is also thinner. With the discharge heat alone, before ozone formation adds its share, this frequency is already 66 % lower. The crowding itself, before any heating, raises the initial O + O loss to 3.4 % of the atom loss by O + O$_2$.

Excited O$_2$ is also missing. It can split ozone, but the freed O mostly forms ozone again; at 1 s its loss to O + O$_3$ is 1.2 % of that to O + O$_2$. Each such loss costs two ozone molecules. If five excited molecules were made per dissociated O$_2$ and all of them split ozone, the cost would be $5\times2\times1.2\,\%$ of the dissociation rate. Dissociation supplies two ozone molecules per event, so the source would fall by 6 %.

Smaller corrections are the 1.1 % drop in molecule number and the wall loss of O. Before reacting, an O atom diffuses only about $\sqrt{D_\text{O}/L_1}=9$ µm, for a diffusion coefficient $D_\text{O}=0.3$ cm$^2$/s. If the atoms start uniformly and both walls absorb perfectly, the walls take the fraction $2\sqrt{D_\text{O}/L_1}/d=1.8$ % of them, with $d$ the gap. Ozone loss at the wall would equal $\nu_3$ at a loss probability of $5.5\times10^{-7}$ per collision, so it depends on the surface. At that probability, with ozone rising almost linearly up to 1 s, the wall would remove about $\tfrac12\nu_3\times1\ \text{s}$, or 5 %, of the final ozone. This is far more than the time-stepping error of the 1000-step run at 1 s.
